# Certified Band-Edge Eigenvalues from Residual Norms and a Spectral Gap: verification in Python

```python
"""Kato-Temple bracket for a conduction-band edge on a honeycomb lattice.

Result under test: for a unit vector v, theta = <v|H|v> and
eps = ||H v - theta v||. If the open window (alpha, beta) contains theta and
exactly one eigenvalue lam of the Hermitian matrix H, then
    theta - eps^2/(beta-theta) <= lam <= theta + eps^2/(theta-alpha).
H = clean two-band lattice + attractive trap V, with -depth <= V <= 0.
Energies are in eV from the clean midgap; lengths are in nm.
The window comes from the clean Bloch energies and bounds on V.
"""
import numpy as np
from scipy import constants as const

LATTICE = 0.32
GAP = 1.7
HOPPING = 1.3
DEPTH = 0.060
SPREAD = 0.40
CELLS = 8
K_PHASES = np.array([2*np.pi/3, -2*np.pi/3])
A1 = LATTICE*np.array([1.0, 0.0])
A2 = LATTICE*np.array([0.5, np.sqrt(3)/2])
ROUNDING = 1e-12  # eV, above the double-precision error of these matrices


def trap_potential(position, cells, depth):
    """Gaussian well seen from the nearest periodic image of its centre."""
    centre = 0.30*A1 + 0.45*A2
    distances = [np.linalg.norm(position - centre + cells*(p*A1 + q*A2))
                 for p in (-1, 0, 1) for q in (-1, 0, 1)]
    return -depth*np.exp(-min(distances)**2/(2*SPREAD**2))


def hamiltonian(cells=CELLS, gap=GAP, hopping=HOPPING, depth=DEPTH,
                b_shift=0.0):
    """Real-space matrix for the periodic part of states sampled at K."""
    count = cells**2
    matrix = np.zeros((2*count, 2*count), dtype=complex)
    for i in range(cells):
        for j in range(cells):
            a_site = i*cells + j
            b_site = count + a_site
            cell_origin = i*A1 + j*A2
            matrix[a_site, a_site] = gap/2 + trap_potential(
                cell_origin, cells, depth)
            matrix[b_site, b_site] = -gap/2 + b_shift + trap_potential(
                cell_origin + (A1 + A2)/3, cells, depth)
            for p, q in ((0, 0), (1, 0), (0, 1)):
                neighbour = count + ((i-p) % cells)*cells + (j-q) % cells
                amplitude = hopping*np.exp(-1j*(p*K_PHASES[0]
                                                + q*K_PHASES[1]))
                matrix[a_site, neighbour] += amplitude
                matrix[neighbour, a_site] += np.conj(amplitude)
    return matrix


def bloch_energy(phase1, phase2):
    """Positive clean-lattice band energy."""
    f = 1 + np.exp(-1j*phase1) + np.exp(-1j*phase2)
    return np.sqrt((GAP/2)**2 + HOPPING**2*abs(f)**2)


def mean_and_residual(matrix, vector):
    vector = vector/np.linalg.norm(vector)
    image = matrix @ vector
    theta = np.vdot(vector, image).real
    return theta, np.linalg.norm(image - theta*vector)


def bracket(theta, eps, alpha, beta):
    assert alpha < theta < beta
    return theta - eps**2/(beta-theta), theta + eps**2/(theta-alpha)


def conduction_edge(**changes):
    matrix = hamiltonian(**changes)
    return np.linalg.eigvalsh(matrix)[len(matrix)//2]


rng = np.random.default_rng(7)
H = hamiltonian()
size = len(H)
edge_index = size//2
levels, states = np.linalg.eigh(H)
edge = levels[edge_index]

# Clean spectrum: real-space diagonalization against the Bloch formula.
upper = np.sort([bloch_energy(K_PHASES[0] + 2*np.pi*m/CELLS,
                              K_PHASES[1] + 2*np.pi*n/CELLS)
                 for m in range(CELLS) for n in range(CELLS)])
clean_formula = np.concatenate((-upper[::-1], upper))
clean_levels = np.linalg.eigvalsh(hamiltonian(depth=0.0))
assert np.allclose(clean_levels, clean_formula, atol=1e-10)

# Min-max bounds and the isolating window.
assert np.all(levels <= clean_formula + ROUNDING)
assert np.all(levels >= clean_formula - DEPTH - ROUNDING)
alpha = -GAP/2
beta = upper[1] - DEPTH
assert DEPTH < upper[1] - GAP/2
assert np.sum((levels > alpha) & (levels < beta)) == 1
assert alpha < edge < beta

# Effective mass: curvature of the band against the Dirac expansion.
hbar2_over_m0 = const.hbar**2/(const.m_e*const.e)*1e18
q = 0.01
curvature = (bloch_energy(K_PHASES[0] + q*LATTICE, K_PHASES[1] + q*LATTICE/2)
             + bloch_energy(K_PHASES[0] - q*LATTICE, K_PHASES[1] - q*LATTICE/2)
             - 2*bloch_energy(*K_PHASES))/q**2
mass = hbar2_over_m0/curvature
velocity = np.sqrt(3)/2*LATTICE*HOPPING
assert abs(mass/(hbar2_over_m0*GAP/(2*velocity**2)) - 1) < 1e-3

print(f"Lattice constant {LATTICE:.2f} nm; gap {GAP:.2f} eV; "
      f"hopping {HOPPING:.2f} eV")
print(f"Trap depth {DEPTH*1e3:.1f} meV; Gaussian width {SPREAD:.2f} nm")
print(f"Supercell {CELLS} x {CELLS}; matrix size {size}")
area = CELLS**2*np.sqrt(3)/2*LATTICE**2
print(f"Trap density: {1e14/area:.2e} cm^-2")
print(f"Band-edge effective mass: {mass:.3f} electron masses")
print(f"Clean edge {upper[0]:.6f} eV; next clean level {upper[1]:.6f} eV")
print(f"Window: alpha = {alpha:.6f} eV, beta = {beta:.6f} eV")
print(f"Diagonalized edge: {edge:.12f} eV")
print(f"Diagonalized neighbours: {levels[edge_index-1]:.6f} eV and "
      f"{levels[edge_index+1]:.6f} eV")

# The clean edge state is uniform on A; its data follow from V alone.
start = np.zeros(size, dtype=complex)
start[:CELLS**2] = 1/CELLS
potential_a = np.array([trap_potential(i*A1 + j*A2, CELLS, DEPTH)
                        for i in range(CELLS) for j in range(CELLS)])
theta_start, eps_start = mean_and_residual(H, start)
assert abs(theta_start - GAP/2 - potential_a.mean()) < ROUNDING
assert abs(eps_start - potential_a.std()) < ROUNDING
assert eps_start**2 < (theta_start-alpha)*(beta-theta_start)
print(f"Trap potential on A: mean {potential_a.mean()*1e3:.4f} meV, "
      f"standard deviation {potential_a.std()*1e3:.4f} meV")

# Krylov basis with repeated orthogonalization, then Rayleigh-Ritz.
sizes = (1, 5, 10, 20, 40, 60)
basis = [start]
while len(basis) < max(sizes):
    new = H @ basis[-1]
    for _ in range(2):
        known = np.array(basis).T
        new = new - known @ (known.conj().T @ new)
    norm = np.linalg.norm(new)
    assert norm > 1e-8
    basis.append(new/norm)
basis = np.array(basis).T
assert np.allclose(basis.conj().T @ basis, np.eye(max(sizes)), atol=1e-11)

print("Krylov size: theta (eV); eps, theta-lower, upper-theta, "
      "theta-edge (meV)")
for m in sizes:
    part = basis[:, :m]
    ritz_values, coefficients = np.linalg.eigh(part.conj().T @ H @ part)
    candidates = []
    for value, column in zip(ritz_values, coefficients.T):
        if alpha < value < beta:
            candidates.append(mean_and_residual(H, part @ column))
    assert candidates
    theta, eps = min(candidates, key=lambda pair: pair[1])
    low, high = bracket(theta, eps, alpha, beta)
    assert low - ROUNDING <= edge <= high + ROUNDING
    assert high - low < 2*eps
    print(f"  {m:2d}: {theta:.9f}; {eps*1e3:.3e}, {(theta-low)*1e3:.3e}, "
          f"{(high-theta)*1e3:.3e}, {(theta-edge)*1e3:.3e}")
    if m == 20:
        print(f"      bracket at size 20: [{low:.9f}, {high:.9f}] eV")
final_width = high - low
assert final_width < 1e-6
print(f"Final bracket width: {final_width*1e3:.3e} meV; "
      f"rounding allowance {ROUNDING*1e3:.1e} meV")

# Random mixtures test the bracket and the eigenvalue-existence rule.
nearby = np.arange(edge_index-2, edge_index+4)
tested = 0
for _ in range(2000):
    weights = rng.uniform(0.05, 0.5)*(rng.normal(size=6)
                                      + 1j*rng.normal(size=6))
    weights[2] = 1.0
    theta, eps = mean_and_residual(H, states[:, nearby] @ weights)
    ratio = rng.uniform(0.5, 2.0)
    left, right = theta - ratio*eps, theta + 1.01*eps/ratio
    assert np.any((levels > left) & (levels < right))
    if alpha < theta < beta:
        low, high = bracket(theta, eps, alpha, beta)
        assert low - ROUNDING <= edge <= high + ROUNDING
        tested += 1
assert tested > 200
print(f"Random trial vectors inside the window, all bracketed: {tested}")

# Equality for a two-level mixture; failure when the gap bound is false.
next_level = levels[edge_index+1]
mixture = (np.sqrt(0.9)*states[:, edge_index]
           + np.sqrt(0.1)*states[:, edge_index+1])
theta, eps = mean_and_residual(H, mixture)
sharp_low, _ = bracket(theta, eps, alpha, next_level)
assert abs(sharp_low - edge) < 1e-11
false_beta = edge + 3*(next_level-edge)
false_low, false_high = bracket(theta, eps, alpha, false_beta)
assert not np.any((levels >= false_low) & (levels <= false_high))
print(f"10% mixture: theta {theta:.6f} eV, eps {eps*1e3:.3f} meV")
print(f"  true next level as beta: lower end {sharp_low:.9f} eV")
print(f"  false beta {false_beta:.6f} eV: empty interval "
      f"[{false_low:.6f}, {false_high:.6f}] eV")

# A tenfold smaller vector error gives a hundredfold smaller energy error.
target = states[:, edge_index]
noise = rng.normal(size=size) + 1j*rng.normal(size=size)
noise -= target*np.vdot(target, noise)
noise /= np.linalg.norm(noise)
coarse = mean_and_residual(H, target + 1e-2*noise)
fine = mean_and_residual(H, target + 1e-3*noise)
energy_ratio = (coarse[0]-edge)/(fine[0]-edge)
residual_ratio = coarse[1]/fine[1]
assert abs(energy_ratio-100) < 1 and abs(residual_ratio-10) < 0.1
print(f"Tenfold smaller vector error: residual falls {residual_ratio:.3f} "
      f"times, energy error {energy_ratio:.2f} times")

# A matrix error of norm 1 meV cannot move an ordered level by more.
error = rng.normal(size=(size, size)) + 1j*rng.normal(size=(size, size))
error = error + error.conj().T
error *= 1e-3/np.linalg.norm(error, 2)
moves = np.abs(np.linalg.eigvalsh(H + error) - levels)
assert moves.max() <= 1e-3 + ROUNDING
print(f"Random matrix error of norm 1 meV: edge moves "
      f"{moves[edge_index]*1e3:.4f} meV, largest move {moves.max()*1e3:.4f} meV")

# Physical effects outside the matrix, from rough typical input values.
QUASIPARTICLE_GAP = 2.5
VALENCE_HALF_SPLITTING = 0.075
CONDUCTION_SPLITTING = 0.003
GAP_SLOPE = 0.0003
LARGE_CELLS = 14
print("Effects left out (rough inputs), as changes of the edge:")
print(f"  quasiparticle gap {QUASIPARTICLE_GAP:.1f} eV: "
      f"{(conduction_edge(gap=QUASIPARTICLE_GAP)-edge)*1e3:.1f} meV")
for shift in (-VALENCE_HALF_SPLITTING, VALENCE_HALF_SPLITTING):
    change = conduction_edge(b_shift=shift) - edge
    print(f"  valence spin-orbit shift {shift*1e3:+.0f} meV: "
          f"{change*1e3:+.5f} meV")
print(f"  conduction spin splitting {CONDUCTION_SPLITTING*1e3:.0f} meV: "
      f"+/-{CONDUCTION_SPLITTING*5e2:.1f} meV")
print(f"  hopping larger by 10%: "
      f"{(conduction_edge(hopping=1.1*HOPPING)-edge)*1e3:+.4f} meV")
print(f"  supercell {LARGE_CELLS} x {LARGE_CELLS}, one trap: "
      f"{(conduction_edge(cells=LARGE_CELLS)-edge)*1e3:+.3f} meV")
print(f"  warming 300 to 350 K, gap slope -{GAP_SLOPE*1e3:.1f} meV/K "
      f"shared equally: {-GAP_SLOPE*50/2*1e3:.1f} meV")
print(f"Thermal energy at 300 K: {const.k*300/const.e*1e3:.2f} meV")
print("ALL CHECKS PASSED")
```

Output:

```
Lattice constant 0.32 nm; gap 1.70 eV; hopping 1.30 eV
Trap depth 60.0 meV; Gaussian width 0.40 nm
Supercell 8 x 8; matrix size 128
Trap density: 1.76e+13 cm^-2
Band-edge effective mass: 0.499 electron masses
Clean edge 0.850000 eV; next clean level 1.056275 eV
Window: alpha = -0.850000 eV, beta = 0.996275 eV
Diagonalized edge: 0.839066018638 eV
Diagonalized neighbours: -0.860259 eV and 1.035392 eV
Trap potential on A: mean -10.5842 meV, standard deviation 14.3805 meV
Krylov size: theta (eV); eps, theta-lower, upper-theta, theta-edge (meV)
   1: 0.839415778; 1.438e+01, 1.318e+00, 1.224e-01, 3.498e-01
   5: 0.839067100; 2.467e+00, 3.872e-02, 3.604e-03, 1.082e-03
  10: 0.839067131; 2.690e+00, 4.604e-02, 4.285e-03, 1.112e-03
  20: 0.839066019; 1.541e-02, 1.510e-06, 1.406e-07, 1.753e-07
      bracket at size 20: [0.839066017, 0.839066019] eV
  40: 0.839066019; 3.643e-04, 8.442e-10, 7.860e-11, -6.883e-12
  60: 0.839066019; 4.209e-08, 0.000e+00, 0.000e+00, 6.661e-13
Final bracket width: 0.000e+00 meV; rounding allowance 1.0e-09 meV
Random trial vectors inside the window, all bracketed: 2000
10% mixture: theta 0.858699 eV, eps 58.898 meV
  true next level as beta: lower end 0.839066019 eV
  false beta 1.428044 eV: empty interval [0.852606, 0.860729] eV
Tenfold smaller vector error: residual falls 9.999 times, energy error 99.99 times
Random matrix error of norm 1 meV: edge moves 0.0460 meV, largest move 0.0985 meV
Effects left out (rough inputs), as changes of the edge:
  quasiparticle gap 2.5 eV: 399.8 meV
  valence spin-orbit shift -75 meV: -0.01588 meV
  valence spin-orbit shift +75 meV: +0.01584 meV
  conduction spin splitting 3 meV: +/-1.5 meV
  hopping larger by 10%: +0.0623 meV
  supercell 14 x 14, one trap: +7.128 meV
  warming 300 to 350 K, gap slope -0.3 meV/K shared equally: -7.5 meV
Thermal energy at 300 K: 25.85 meV
ALL CHECKS PASSED
```
